# Density of states at the higher-order saddle E = x² − y⁴

A metallic layer has a large electronic density of states when its Fermi level lies near a saddle point of the band. Suppose that a change of hopping amplitudes flattens the band along one direction until the quadratic term there vanishes and a quartic term takes over. The energy then stays close to its saddle value over a wider strip of wave vectors. How fast does the density of states now grow, and is it the same when the saddle is approached from above and from below?

## The model

Let \(x\) and \(y\) be wave-vector components measured from the saddle, and \(E\) the energy measured from the saddle energy. Near the saddle

\[
\varepsilon(x,y)=\alpha x^2-\beta y^4,\qquad \alpha,\beta>0 .
\]

The form \(x^2-y^4\) is the case \(\alpha=\beta=1\). The density of states per area and spin is

\[
g(E)=\frac{1}{4\pi^2}\int dx\,dy\;\delta\big(E-\varepsilon(x,y)\big),
\]

with \(x,y\) running over the whole plane. The result to be derived, for \(E\neq0\), is

\[
g(E)=D_\pm|E|^{-1/4},\qquad
D_+=\frac{\Gamma(1/4)^2}{8\pi^{5/2}\,\alpha^{1/2}\beta^{1/4}},\qquad
\frac{D_+}{D_-}=\sqrt2 ,
\]

where the upper sign belongs to \(E>0\). In a real band this is the leading singular part, to which the rest of the zone adds a background.

## First derivation: real integrals

**The integral over x.** At fixed \(y\), the delta function is satisfied at \(x=\pm\sqrt{(E+\beta y^4)/\alpha}\), provided that \(E+\beta y^4>0\). Each root contributes \(1/|\partial\varepsilon/\partial x|\), with

\[
\left|\frac{\partial\varepsilon}{\partial x}\right|=2\alpha|x|=2\sqrt{\alpha}\,\sqrt{E+\beta y^4}.
\]

Two equal contributions cancel the factor 2, so

\[
g(E)=\frac{1}{4\pi^2\sqrt\alpha}\int_{E+\beta y^4>0}\frac{dy}{\sqrt{E+\beta y^4}} .
\tag{1}
\]

At large \(|y|\) the integrand falls as \(y^{-2}\), so the integral converges. For \(E<0\) the range is \(|y|>y_0=(|E|/\beta)^{1/4}\). Near the edge the root's argument is approximately \(4\beta y_0^3(|y|-y_0)\), which gives an integrable inverse square root.

**Scaling.** Put \(y=(|E|/\beta)^{1/4}t\). Then \(\beta y^4=|E|t^4\), the root supplies \(|E|^{-1/2}\), and \(dy\) supplies \(|E|^{1/4}\beta^{-1/4}\). Their product is \(|E|^{-1/4}\beta^{-1/4}\). The integrand is even in \(t\), so

\[
g(E)=\frac{2I_\pm}{4\pi^2\sqrt\alpha\,\beta^{1/4}}|E|^{-1/4}
=\frac{I_\pm}{2\pi^2\sqrt\alpha\,\beta^{1/4}}|E|^{-1/4},
\]

\[
I_+=\int_0^\infty\frac{dt}{\sqrt{1+t^4}},\qquad
I_-=\int_1^\infty\frac{dt}{\sqrt{t^4-1}} .
\]

This proves the exponent. The prefactor ratio is \(I_+/I_-\), in which \(\alpha\) and \(\beta\) have cancelled.

**The ratio.** Split \(I_+\) at \(t=1\). In the outer part put \(t=1/s\), so that \(dt=-ds/s^2\) and \(\sqrt{1+s^{-4}}=s^{-2}\sqrt{1+s^4}\). The powers of \(s\) cancel, and the outer part equals the inner part:

\[
I_+=2\int_0^1\frac{dt}{\sqrt{1+t^4}} .
\]

The same inversion, with \(t=1/w\), turns the other integral into

\[
I_-=\int_0^1\frac{dw}{\sqrt{1-w^4}} .
\]

Now substitute \(w=\sqrt2\,t/\sqrt{1+t^4}\). Its derivative is

\[
\frac{dw}{dt}=\sqrt2\,\frac{(1+t^4)-2t^4}{(1+t^4)^{3/2}}
=\sqrt2\,\frac{1-t^4}{(1+t^4)^{3/2}},
\]

which is positive for \(0<t<1\), so \([0,1]\) is mapped once onto itself. Also

\[
1-w^4=\frac{(1+t^4)^2-4t^4}{(1+t^4)^2}
=\frac{(1-t^4)^2}{(1+t^4)^2}.
\]

Dividing \(dw\) by the square root of this expression gives

\[
\frac{dw}{\sqrt{1-w^4}}=\frac{\sqrt2\,dt}{\sqrt{1+t^4}} .
\]

Hence \(I_-=\sqrt2\,(I_+/2)=I_+/\sqrt2\), which is the stated ratio.

**The value.** With \(r=t^4\), \(dt=\tfrac14r^{-3/4}dr\), and the beta integral \(\int_0^\infty r^{a-1}(1+r)^{-a-b}dr=\Gamma(a)\Gamma(b)/\Gamma(a+b)\) with \(a=b=1/4\) gives

\[
I_+=\frac14\int_0^\infty\frac{r^{-3/4}}{\sqrt{1+r}}dr
=\frac{\Gamma(1/4)^2}{4\sqrt\pi}.
\]

Numerical quadrature gives \(I_+=1.854075\) and \(I_-=1.311029\), whose ratio is 1.414214.

## Second derivation: one analytic function

The two sides of the saddle can also be treated as two boundary values of a single function. For \(\operatorname{Im}z>0\) define the local Green function

\[
G(z)=\frac{1}{4\pi^2}\int dy\int dx\,\frac{1}{z-\alpha x^2+\beta y^4}.
\]

Since \(-\pi^{-1}\operatorname{Im}(E+i\eta-\varepsilon)^{-1}\) tends to \(\delta(E-\varepsilon)\) as \(\eta\to0^+\), the density is \(g(E)=-\pi^{-1}\operatorname{Im}G(E+i0)\).

Write \(w=z+\beta y^4\), which also lies in the upper half plane, and \(k=\sqrt{w/\alpha}\) with \(\operatorname{Im}k>0\). Closing the \(x\) contour above encloses the pole at \(x=k\):

\[
\int\frac{dx}{w-\alpha x^2}=-\frac1\alpha\int\frac{dx}{x^2-k^2}
=-\frac1\alpha\,\frac{2\pi i}{2k}=-\frac{i\pi}{\sqrt{\alpha w}} .
\]

Therefore

\[
G(z)=-\frac{i}{4\pi\sqrt\alpha}F(z),\qquad
F(z)=\int_{-\infty}^{\infty}\frac{dy}{\sqrt{z+\beta y^4}},
\]

\[
g(E)=\frac{1}{4\pi^2\sqrt\alpha}\operatorname{Re}F(E+i0).
\tag{2}
\]

For positive real \(z\), the scaling \(y=z^{1/4}s\) gives \(F(z)=F(1)z^{-1/4}\), with \(F(1)\) real and positive. Both sides are analytic in the upper half plane and continue to the positive axis, because there \(z+\beta y^4\) never meets the negative real axis, where the square root has its cut. They agree on the positive axis, so they agree throughout the upper half plane.

Now approach the negative axis from above, where \(z=|E|e^{i\pi}\):

\[
F(-|E|+i0)=F(1)|E|^{-1/4}e^{-i\pi/4}.
\]

The limit may be taken under the integral, since \(|{-|E|}+i\eta+\beta y^4|^{-1/2}\) is bounded by its value at \(\eta=0\), which is integrable. The real part contains \(\cos(\pi/4)=1/\sqrt2\). Equation (2) then gives

\[
g(|E|)=\frac{F(1)}{4\pi^2\sqrt\alpha}|E|^{-1/4},\qquad
g(-|E|)=\frac{1}{\sqrt2}\,\frac{F(1)}{4\pi^2\sqrt\alpha}|E|^{-1/4}.
\]

The ratio is \(\sqrt2\) again, without evaluation of either integral. Since \(F(1)=2I_+\beta^{-1/4}\), the prefactors agree with the first derivation.

**Other even powers.** Replace \(y^4\) by \(y^{2n}\), with integer \(n\ge2\). The integral still converges, and scaling gives \(F(z)\propto z^{1/(2n)-1/2}\). The real part on the negative axis now contains \(\cos[\pi/2-\pi/(2n)]=\sin[\pi/(2n)]\), so

\[
g(E)\propto|E|^{-\frac12+\frac1{2n}},\qquad
\frac{D_+}{D_-}=\frac{1}{\sin(\pi/2n)} .
\]

For \(n=2\) this returns \(-1/4\) and \(\sqrt2\); for \(n=3\) it gives \(-1/3\) and 2. The ordinary saddle, \(n=1\), is different: the integral diverges at large \(|y|\) and needs a cutoff \(Y\). It equals \(2\beta^{-1/2}\operatorname{arsinh}(Y\sqrt{\beta/E})\) above the saddle and \(2\beta^{-1/2}\operatorname{arcosh}(Y\sqrt{\beta/|E|})\) below it. Both approach \(2\beta^{-1/2}\ln(2Y\sqrt{\beta/|E|})\), a logarithm with equal prefactors.

## What each derivation assumes

Both derivations use the pure form \(\alpha x^2-\beta y^4\) on the whole plane. The first needs real integrals alone and treats each sign of \(E\) separately. It shows which wave vectors contribute: every \(y\) above the saddle, but only \(|y|>y_0\) below it. The ratio then rests on a substitution special to the quartic.

The second needs analyticity in the upper half plane and exact scaling of \(F\). In return it ties the two sides together by a phase and covers all \(n\ge2\) at once.

A finite cutoff separates the two methods. Equation (1) remains usable with \(|y|<Y\), whereas \(F\) then no longer scales as a pure power. For \(|E|\ll\beta Y^4\), the part removed from the \(y\) integral is

\[
2\int_Y^\infty\frac{dy}{\sqrt{\beta y^4+E}}
=\frac{2}{\sqrt\beta\,Y}-\frac{E}{5\beta^{3/2}Y^5}+\dots
\]

This follows from expanding the root in \(E/(\beta y^4)\). The loss is smooth through \(E=0\), so the cutoff changes the background and leaves the singular term alone. To leading order the density loses \(2/(4\pi^2\sqrt{\alpha\beta}\,Y)\) on both sides.

A direct count of mesh points tests this for \(\alpha=\beta=1\), \(Y=3\) and \(0.5<|E|<1.5\). Integrating the law over the window and subtracting the loss predicts

\[
\tfrac43D_\pm\left(1.5^{3/4}-0.5^{3/4}\right)-\frac{2}{4\pi^2\cdot3}.
\]

With \(D_+=0.093929\) and \(D_-=0.066417\) this is 0.07839 above and 0.05049 below; the counts are 0.07841 and 0.05046.

## A lattice band with this saddle

Consider a square lattice with hoppings \(t,t',t''\) to first, second and third neighbours, and wave vectors in units of the inverse lattice constant:

\[
\begin{aligned}
\epsilon={}&-2t(\cos k_x+\cos k_y)+4t'\cos k_x\cos k_y\\
&-2t''(\cos2k_x+\cos2k_y).
\end{aligned}
\]

Near \((\pi,0)\) put \(p=k_x-\pi\), \(q=k_y\), \(u=1-\cos p\) and \(v=1-\cos q\). Then \(\cos k_x=-(1-u)\), \(\cos k_y=1-v\), and \(\cos2p=1-4u+2u^2\), with the same form for \(q\). Collecting terms and subtracting the saddle energy \(-4t'-4t''\) gives

\[
\begin{aligned}
E={}&(-2t+4t'+8t'')u+(2t+4t'+8t'')v\\
&-4t'uv-4t''(u^2+v^2).
\end{aligned}
\]

The term linear in \(u\) vanishes if \(t=2t'+4t''\). The coefficient of \(v\) is then \(4t\). Since \(u=p^2/2-p^4/24+\dots\), and likewise for \(v\),

\[
E=2tq^2-t''p^4-t'p^2q^2+\tfrac16t''p^6+\dots
\]

Thus \(q\) plays the part of \(x\), \(p\) that of \(y\), and \(\alpha=2t\), \(\beta=t''\). Exchange of \(k_x\) and \(k_y\) gives a second such saddle at \((0,\pi)\).

The omitted terms matter less near the saddle. On the scale \(q\sim|E|^{1/2}\), \(p\sim|E|^{1/4}\), the terms \(p^2q^2\) and \(p^6\) are of order \(|E|^{3/2}\), smaller than \(E\) by \(|E|^{1/2}\). Power counting therefore suggests, for the two saddles together,

\[
g(E)=G_\pm|E|^{-1/4}+B+c_\pm|E|^{1/4}+\dots,\quad G_\pm=2D_\pm .
\tag{3}
\]

The full lattice density needs no expansion. The zone consists of eight equivalent triangles, one being \(p,q>0\), \(p+q<\pi\). There

\[
g(E)=\frac{8}{4\pi^2}\int\frac{dp}{\partial E/\partial q},\quad
\frac{\partial E}{\partial q}=(4t-4t'u-8t''v)\sin q ,
\]

with \(v\) taken from the quadratic equation for the energy. For the hoppings below, the bracket is positive throughout the triangle, so each \(p\) has at most one \(q\).

## Numbers in the cuprate regime

Take \(t=0.40\), \(t'=0.12\), \(t''=0.04\) eV and lattice constant 0.38 nm. The tuning condition holds, since \(0.24+0.16=0.40\). In ordinary units \(\alpha=0.1155\) eV nm² and \(\beta=8.34\times10^{-4}\) eV nm⁴. Per cell and spin, one saddle has

\[
D_+=\frac{1.854075}{2\pi^2\sqrt{0.80}\,(0.04)^{1/4}}
=0.2348\ \mathrm{eV}^{-3/4},
\]

and \(D_-=0.1660\) eV\(^{-3/4}\). Two saddles give \(G_+=0.4696\) and \(G_-=0.3321\) in the same unit. Division by the cell area, 0.1444 nm², gives 3.252 and 2.300 eV\(^{-3/4}\) nm\(^{-2}\).

At 10 meV the contour scales are \((E/\beta)^{1/4}=1.86\) nm\(^{-1}\) along the flat direction and \((E/\alpha)^{1/2}=0.29\) nm\(^{-1}\) across it. The lattice densities, in states per eV, cell and spin, are:

| \(|E|\) (meV) | above | below | ratio |
|---|---|---|---|
| 0.1 | 4.661 | 3.292 | 1.4159 |
| 1 | 2.588 | 1.827 | 1.4169 |
| 10 | 1.401 | 0.990 | 1.4153 |
| 30 | 1.020 | 0.724 | 1.4086 |

At 10 meV the pure law gives 1.485 and 1.050, about 6% above the lattice values. The background is \(B\approx-0.014\) per eV, cell and spin from either side. It may be negative because it includes the loss of the law's distant tails as well as the states elsewhere in the zone.

Most of the 6% comes from the next term of (3). Above the saddle the residue \(g-G_+E^{-1/4}-B\) is \(-0.039\) at 1 meV and \(-0.070\) at 10 meV. Division by \(E^{1/4}\), with \(E\) in eV, gives about \(-0.22\) in both cases, as (3) requires. Below the saddle the corresponding coefficient is about \(-0.15\).

These coefficients stand in a ratio close to \(\sqrt2\), so this correction nearly cancels from \(g(E)/g(-E)\). Since \(B\) is small too, the raw ratio stays within 0.5% of \(\sqrt2\) up to 30 meV. The closeness of the raw ratio depends on the small \(B\) of the present hoppings; a larger \(B\) would spoil it by a relative amount proportional to \(|E|^{1/4}\).

A difference of densities removes \(B\):

\[
g(E)-g(16E)=\tfrac12G_\pm|E|^{-1/4}-c_\pm|E|^{1/4}+\dots
\]

The ratio of these differences is 1.4149 at 0.1 meV, nearer to \(\sqrt2\) than the raw ratio. At 10 meV it is 1.4504, worse than the raw value: the subtraction halves the leading term, and so gives more relative weight to the terms that grow with \(|E|\). The method helps close to the saddle. At \(10^{-5}\) meV it gives 1.41421, and the exponent found from such differences is \(-0.2499\) on both sides.

## Broadening and loss of tuning

The divergence is integrable, so smearing leaves a finite peak. At temperature \(T\), with the chemical potential at the saddle, the density is averaged with \(1/[4k_BT\cosh^2(E/2k_BT)]\). Setting \(E=\pm k_BTz\) in the first two terms of (3) gives

\[
\bar g=(G_++G_-)(k_BT)^{-1/4}\int_0^\infty\frac{z^{-1/4}dz}{4\cosh^2(z/2)}+B .
\]

At 1 K this yields 4.490 per eV, cell and spin, against 4.472 from the full lattice density. The lattice average falls to 1.354 at 100 K and 0.994 at 300 K, where \(k_BT\) is 8.6 and 25.9 meV.

Two other effects were sized separately, each at zero temperature. A Lorentzian lifetime broadening of half-width 10 meV gives 1.295 at the saddle; because \(D_+>D_-\), the top of the broadened peak lies a little higher in energy, with 1.31 at 3 meV above the saddle. An interlayer term \(2t_z\cos k_zc\), with \(c\) the layer spacing, \(t_z=5\) meV and no dependence on in-plane wave vector, gives 1.492 at the saddle energy of a single layer. This is not the top of the peak: the maximum, about 2.0, lies \(2t_z=10\) meV higher.

Loss of tuning changes the saddle itself. Define \(\gamma=2t'+4t''-t\), the coefficient of \(p^2\). Along \(q=0\), with energy measured from \((\pi,0)\),

\[
E=2\gamma u-4t''u^2 .
\]

For small \(\gamma>0\), \((\pi,0)\) is a local minimum. The maxima along this line lie at \(u=\gamma/(4t'')\) and are ordinary saddles, higher by \(\gamma^2/(4t'')\). For \(\gamma<0\) there is one ordinary saddle at \((\pi,0)\). In either case the \(-1/4\) law fails at energies comparable with or below \(\gamma^2/(4|t''|)\). Above that scale it returns only slowly, because at \(p\sim(|E|/t'')^{1/4}\) the term \(\gamma p^2\) is smaller than \(|E|\) by a factor of order \(|\gamma|/\sqrt{t''|E|}\). Raising \(t'\) from \(0.30t\) to \(0.32t\), with \(t\) and \(t''\) fixed, gives \(\gamma=16\) meV and a splitting of \(16^2/(4\times40)=1.6\) meV. Even at 16 meV from the energy of \((\pi,0)\), ten times this splitting, the density above divided by that below is then about 1.69 instead of 1.41.

These hoppings are round values in the rough regime used for one-band models of cuprate layers, not a fit to a compound. With them the Fermi level reaches the saddle only at about 0.50 holes per cell, counted from half filling. At dopings of 0.15 to 0.25, typical of cuprates, it lies about 230 to 140 meV above the saddle. The smeared densities above therefore describe the band near its saddle, not the Fermi level at such dopings. The ratio \(t''/t'=1/3\) is somewhat low; a value near one half is common in such models. With \(t'=0.3t\) and \(t''=0.15t\), one finds \(\gamma=0.2t\) and a splitting \(0.04t^2/(0.6t)=t/15\), or about 27 meV for \(t=0.4\) eV. Exact tuning is thus an assumption that a real layer can easily break, and the law's low-energy window can then disappear. Even with tuning, the 10 meV lifetime broadening replaces the divergence by the finite value 1.295 quoted above. Electron interactions beyond the band parameters are left out; they can change both the hoppings and the lifetime. The numerical output lists the densities and ratios of the table.

## Numbers as computed

```
I_plus = 1.854075, I_minus = 1.311029 (no unit)
I_plus/I_minus = 1.414214, sqrt(2) = 1.414214
alpha=beta=1: D_plus = 0.093929, D_minus = 0.066417 (no unit)
Bare-saddle mesh: cut |y| < 3, window |E| 0.5 to 1.5
  E>0: counted 0.07841, formula 0.07839
  E<0: counted 0.05046, formula 0.05049
Hoppings t, t', t'' = 0.40, 0.12, 0.04 eV
Lattice constant = 0.38 nm
alpha = 0.11552 eV nm^2
beta = 8.3405e-04 eV nm^4
Saddle above band bottom = 0.640 eV
Saddle below band top = 2.560 eV
One saddle: D_plus = 0.23482 eV^(-3/4) per cell and spin
One saddle: D_minus = 0.16604 eV^(-3/4) per cell and spin
Two saddles: 0.46964 (E>0), 0.33209 (E<0), same unit
Two saddles per area, E>0: 3.2524 eV^(-3/4) nm^-2
Two saddles per area, E<0: 2.2998 eV^(-3/4) nm^-2
Background B from E>0: -0.0143 /(eV cell spin)
Background B from E<0: -0.0143 /(eV cell spin)
Integral of lattice density = 1.000000 states/(cell spin)
Fitted exponents: -0.24990 (E>0), -0.24990 (E<0)
Background-free ratio at 1e-8 eV = 1.41421
Densities in states/(eV cell spin); |E| in meV
|E|: lattice +, lattice -, law +, law -
  0.001: 14.8305, 10.4826, 14.8514, 10.5015
  0.1: 4.6608, 3.2916, 4.6964, 3.3209
  1: 2.5882, 1.8267, 2.6410, 1.8675
  10: 1.4008, 0.9898, 1.4851, 1.0502
  30: 1.0203, 0.7243, 1.1285, 0.7979
|E|: raw ratio, background-free ratio (using |E| and 16|E|)
  0.001: 1.4148, 1.4142
  0.1: 1.4159, 1.4149
  1: 1.4169, 1.4201
  10: 1.4153, 1.4504
  30: 1.4086, 1.4709
At 10 meV: y scale = 1.861 nm^-1
At 10 meV: x scale = 0.294 nm^-1
kT at 100 K = 8.617 meV, at 300 K = 25.852 meV
Smeared density at the saddle, states/(eV cell spin):
  1 K: lattice 4.4722, law plus B 4.4898
  100 K: 1.3538; 300 K: 0.9939
  shift at 100 K, 60 to 90 nodes: 2.0e-14
  lifetime half-width 10 meV: 1.2948
  interlayer hopping 5 meV: 1.4917
Detuned t' = 0.128 eV: gamma = 16.00 meV
  split: band 1.6000, formula 1.6000 meV
```
